# Asymmetric-top levels from four Wang blocks, with labels and error bounds: a numerical check

```python
"""Rigid asymmetric top: H = A Pa^2 + B Pb^2 + C Pc^2, with A >= B >= C.

Result under test: in symmetric-top states |J K> quantized along body axis a,
H splits into four Wang blocks E+, E-, O+, O- (K even/odd, sum/difference of
|K> and |-K>). For J = 1 the levels are B+C (1_01), A+C (1_11), A+B (1_10).
Ascending levels of a block have Ka = its K values in ascending order;
Kc = J-Ka in a plus block and Kc = J-Ka+1 in a minus block.
Pa, Pb, Pc: body-fixed angular momentum components in units of hbar.
A, B, C: rotational constants in cm^-1. Body axes: z = a, x = b, y = c.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.linalg import expm, null_space

BLOCKS = {"E+": (0, 1), "E-": (0, -1), "O+": (1, 1), "O-": (1, -1)}


def block_K(J, parity, sign):
    return [K for K in range(parity, J + 1, 2) if K > 0 or sign > 0]


def wang_block(J, parity, sign, A, B, C):
    """Closed-form Wang submatrix."""
    Ks = block_K(J, parity, sign)
    JJ = J * (J + 1)
    M = np.zeros((len(Ks), len(Ks)))
    for i, K in enumerate(Ks):
        M[i, i] = (B + C) / 2 * (JJ - K**2) + A * K**2
        if K == 1:
            M[i, i] += sign * (B - C) / 4 * JJ
        if i + 1 < len(Ks):
            w = (B - C) / 4 * np.sqrt((JJ - K * (K + 1))
                                      * (JJ - (K + 1) * (K + 2)))
            M[i, i + 1] = M[i + 1, i] = w * (np.sqrt(2) if K == 0 else 1)
    return M


def eigenvalues(M):
    return np.linalg.eigvalsh(M) if len(M) else np.array([])


def labelled_levels(J, A, B, C):
    """Energies keyed by (Ka, Kc), using only the block rule for labels."""
    levels = {}
    for parity, sign in BLOCKS.values():
        E = eigenvalues(wang_block(J, parity, sign, A, B, C))
        for Ka, energy in zip(block_K(J, parity, sign), E):
            levels[Ka, J - Ka + (sign < 0)] = energy
    return levels


def body_matrices(J):
    """Px, Py, Pz for body components: Px - i Py raises K."""
    K = np.arange(-J, J + 1)
    up = np.diag(np.sqrt(J * (J + 1) - K[:-1] * (K[:-1] + 1.0)), -1)
    return (up + up.T) / 2, (up.T - up) / 2j, np.diag(K.astype(float))


def full_matrix(J, cz, cx, cy):
    Px, Py, Pz = body_matrices(J)
    return (cz * Pz @ Pz + cx * Px @ Px + cy * Py @ Py).real


def wang_vectors(J, parity, sign):
    Ks = block_K(J, parity, sign)
    V = np.zeros((2 * J + 1, len(Ks)))
    for i, K in enumerate(Ks):
        if K == 0:
            V[J, i] = 1
        else:
            V[J + K, i] = 1 / np.sqrt(2)
            V[J - K, i] = sign / np.sqrt(2)
    return V


def harmonic_levels(J, Ka_parity, Kc_parity, constants):
    """Levels from differential operators on harmonic polynomials in n,
    the body components of the space-fixed Z axis (M = 0 functions)."""
    mono = [(i, j, J - i - j) for i in range(J + 1) for j in range(J + 1 - i)]
    index = {m: q for q, m in enumerate(mono)}
    H = np.zeros((len(mono), len(mono)))
    for axis, constant in enumerate(constants):
        u, v = (axis + 1) % 3, (axis + 2) % 3
        D = np.zeros_like(H)
        for m, q in index.items():
            for s, t, factor in ((u, v, 1), (v, u, -1)):
                if m[t] > 0:
                    new = list(m)
                    new[t] -= 1
                    new[s] += 1
                    D[index[tuple(new)], q] += factor * m[t]
        H -= constant * D @ D
    chosen = [q for m, q in index.items()
              if (m[1] + m[2]) % 2 == Ka_parity
              and (m[0] + m[1]) % 2 == Kc_parity]
    if not chosen:
        return np.array([])
    if J < 2:
        N = np.eye(len(chosen))
    else:
        low = [(i, j, J - 2 - i - j) for i in range(J - 1)
               for j in range(J - 1 - i)]
        row = {m: q for q, m in enumerate(low)}
        lap = np.zeros((len(low), len(chosen)))
        for col, q in enumerate(chosen):
            for t in range(3):
                if mono[q][t] > 1:
                    new = list(mono[q])
                    new[t] -= 2
                    lap[row[tuple(new)], col] += mono[q][t] * (mono[q][t] - 1)
        N = null_space(lap)
    E = np.linalg.eigvals(N.T @ H[np.ix_(chosen, chosen)] @ N)
    assert np.max(np.abs(np.imag(E)), initial=0) < 1e-8
    return np.sort(np.real(E))


# Body commutators from P_i = e_i . J, acting on functions of a rotation
# matrix R whose columns are the body axes; evaluated at an exact rotation.
R = sp.Matrix(3, 3, sp.symbols("r0:9"))
rotation = sp.Matrix([[2, -1, 2], [2, 2, -1], [-1, 2, 2]]) / 3
assert rotation.T * rotation == sp.eye(3) and rotation.det() == 1
point = dict(zip(list(R), list(rotation)))


def space_component(p, f):
    return -sp.I * sum(sp.LeviCivita(p, q, r) * R[q, i] * sp.diff(f, R[r, i])
                       for q in range(3) for r in range(3) if len({p, q, r}) == 3
                       for i in range(3))


def body_component(i, f):
    return sum(R[p, i] * space_component(p, f) for p in range(3))


f = R[0, 0] * R[1, 1] * R[2, 2] + R[2, 0]**2 * R[0, 1]
n = [R[2, i] for i in range(3)]
g = n[0]**2 * n[1] + n[1]**2 * n[2] + 2 * n[2]**2 * n[0]
assert sp.simplify(body_component(2, f).subs(point)) != 0
for i in range(3):
    j, k = (i + 1) % 3, (i + 2) % 3
    commutator = (body_component(i, body_component(j, f))
                  - body_component(j, body_component(i, f)))
    assert sp.simplify((commutator + sp.I * body_component(k, f)).subs(point)) == 0
    gradient_form = sp.I * (n[j] * sp.diff(g, n[k]) - n[k] * sp.diff(g, n[j]))
    assert sp.simplify((body_component(i, g) - gradient_form).subs(point)) == 0

# Symbolic J = 1 energies from the differential operators alone.
sA, sB, sC = sp.symbols("A B C")
na, nb, nc = sp.symbols("na nb nc")


def rotor_on(function):
    total = 0
    for constant, u, v in ((sA, nb, nc), (sB, nc, na), (sC, na, nb)):
        once = u * sp.diff(function, v) - v * sp.diff(function, u)
        total -= constant * (u * sp.diff(once, v) - v * sp.diff(once, u))
    return sp.expand(total)


for function, energy in ((na, sB + sC), (nb, sA + sC), (nc, sA + sB)):
    assert sp.expand(rotor_on(function) - energy * function) == 0

A, B, C = 10.0, 6.0, 4.0
assert 1 / C <= 1 / A + 1 / B  # allowed moments of inertia of a rigid body
for a, b, c in ((A, B, C), (9.3, 2.7, 2.1), (5.0, 4.6, 2.5)):
    one = labelled_levels(1, a, b, c)
    assert np.allclose([one[0, 1], one[1, 1], one[1, 0]],
                       [b + c, a + c, a + b], atol=1e-12)

largest_difference = 0.0
for J in range(7):
    H = full_matrix(J, A, B, C)
    Py = body_matrices(J)[1]
    half_turn_c = expm(-1j * np.pi * Py)
    vectors = {name: wang_vectors(J, *ps) for name, ps in BLOCKS.items()}
    sizes = [vectors[name].shape[1] for name in BLOCKS]
    assert sizes == [J // 2 + 1, J // 2, (J + 1) // 2, (J + 1) // 2]
    for name, (parity, sign) in BLOCKS.items():
        V = vectors[name]
        M = wang_block(J, parity, sign, A, B, C)
        assert np.allclose(V.T @ H @ V, M, atol=1e-10)
        for other in BLOCKS:
            if other != name:
                assert np.allclose(vectors[other].T @ H @ V, 0, atol=1e-10)
        turn_sign = sign * (-1)**(J + parity)
        assert np.allclose(half_turn_c @ V, turn_sign * V, atol=1e-10)
        Kc_parity = 0 if turn_sign > 0 else 1
        reference = harmonic_levels(J, parity, Kc_parity, (A, B, C))
        E = eigenvalues(M)
        assert len(reference) == len(E)
        if len(E):
            largest_difference = max(largest_difference,
                                     np.max(np.abs(reference - E)))
    levels = labelled_levels(J, A, B, C)
    assert len(levels) == 2 * J + 1
    assert np.isclose(sum(levels.values()),
                      (A + B + C) * J * (J + 1) * (2 * J + 1) / 3)
    # Parity of K along each principal axis gives the same labelled levels.
    K = np.arange(-J, J + 1)
    for constants, label_parity in (
            ((A, B, C), lambda ka, kc: ka % 2),
            ((B, C, A), lambda ka, kc: (ka + kc) % 2),
            ((C, A, B), lambda ka, kc: kc % 2)):
        Hz = full_matrix(J, *constants)
        for parity in (0, 1):
            keep = np.flatnonzero(K % 2 == parity)
            E = eigenvalues(Hz[np.ix_(keep, keep)])
            expected = sorted(e for (ka, kc), e in levels.items()
                              if label_parity(ka, kc) == parity)
            assert np.allclose(E, expected, atol=1e-9)
    # Labels in both symmetric-top limits, then order between the limits.
    for (Ka, Kc), e in labelled_levels(J, A, C, C).items():
        assert np.isclose(e, C * J * (J + 1) + (A - C) * Ka**2)
    for (Ka, Kc), e in labelled_levels(J, A, A, C).items():
        assert np.isclose(e, A * J * (J + 1) - (A - C) * Kc**2)
    for fraction in np.linspace(0.1, 0.9, 17):
        path = labelled_levels(J, A, C + fraction * (A - C), C)
        order = sorted(path, key=path.get)
        assert order == [((q + 1) // 2, J - q // 2) for q in range(2 * J + 1)]
        assert np.all(np.diff([path[label] for label in order]) > 1e-10)
assert largest_difference < 1e-8

two = labelled_levels(2, A, B, C)
root = np.sqrt(A**2 + B**2 + C**2 - A * B - B * C - C * A)
closed_two = {(0, 2): 2 * (A + B + C) - 2 * root, (1, 2): A + B + 4 * C,
              (1, 1): A + 4 * B + C, (2, 1): 4 * A + B + C,
              (2, 0): 2 * (A + B + C) + 2 * root}
for label, energy in closed_two.items():
    assert np.isclose(two[label], energy)

to_microhartree = 1e8 * physical_constants["inverse meter-hartree relationship"][0]
print(f"Constants A, B, C = {A:.1f}, {B:.1f}, {C:.1f} cm^-1")
print(f"(B+C)/2 = {(B + C) / 2:.3f} cm^-1, (B-C)/4 = {(B - C) / 4:.3f} cm^-1")
print(f"Ray asymmetry parameter (2B-A-C)/(A-C) = {(2*B-A-C)/(A-C):.4f} (no unit)")
print(f"Conversion: 1 cm^-1 = {to_microhartree:.6f} microhartree")
one = labelled_levels(1, A, B, C)
for (Ka, Kc), name in (((0, 1), "B+C"), ((1, 1), "A+C"), ((1, 0), "A+B")):
    e = one[Ka, Kc]
    print(f"J=1 level 1_{Ka}{Kc} ({name}): {e:.4f} cm^-1"
          f" = {e * to_microhartree:.4f} microhartree")
for name, ps in BLOCKS.items():
    M = wang_block(3, *ps, A, B, C)
    rows = "; ".join(" ".join(f"{x:.4f}" for x in row) for row in M)
    print(f"J=3 block {name}, K = {block_K(3, *ps)}: [{rows}] cm^-1")
for J in (2, 3):
    levels = labelled_levels(J, A, B, C)
    for Ka, Kc in sorted(levels, key=levels.get):
        name = ("E" if Ka % 2 == 0 else "O") + ("+" if Ka + Kc == J else "-")
        print(f"J={J} level {J}_{Ka}{Kc}, block {name}:"
              f" {levels[Ka, Kc]:.4f} cm^-1")
    print(f"J={J} sum of levels: {sum(levels.values()):.4f} cm^-1")
B_path = np.linspace(C, A, 4)
print("J=2 correlation, B = " + ", ".join(f"{b:.1f}" for b in B_path) + " cm^-1")
for Ka, Kc in sorted(two, key=two.get):
    values = [labelled_levels(2, A, b, C)[Ka, Kc] for b in B_path]
    print(f"  2_{Ka}{Kc}: " + ", ".join(f"{v:.4f}" for v in values) + " cm^-1")
print(f"Largest block/differential-operator difference, J=0 to 6, is below 1e-8"
      f" cm^-1: {largest_difference < 1e-8}")
print("checks complete")
```

It prints:

```
Constants A, B, C = 10.0, 6.0, 4.0 cm^-1
(B+C)/2 = 5.000 cm^-1, (B-C)/4 = 0.500 cm^-1
Ray asymmetry parameter (2B-A-C)/(A-C) = -0.3333 (no unit)
Conversion: 1 cm^-1 = 4.556335 microhartree
J=1 level 1_01 (B+C): 10.0000 cm^-1 = 45.5634 microhartree
J=1 level 1_11 (A+C): 14.0000 cm^-1 = 63.7887 microhartree
J=1 level 1_10 (A+B): 16.0000 cm^-1 = 72.9014 microhartree
J=3 block E+, K = [0, 2]: [60.0000 7.7460; 7.7460 80.0000] cm^-1
J=3 block E-, K = [2]: [80.0000] cm^-1
J=3 block O+, K = [1, 3]: [71.0000 3.8730; 3.8730 105.0000] cm^-1
J=3 block O-, K = [1, 3]: [59.0000 3.8730; 3.8730 105.0000] cm^-1
J=2 level 2_02, block E+: 29.4170 cm^-1
J=2 level 2_12, block O-: 32.0000 cm^-1
J=2 level 2_11, block O+: 38.0000 cm^-1
J=2 level 2_21, block E-: 50.0000 cm^-1
J=2 level 2_20, block E+: 50.5830 cm^-1
J=2 sum of levels: 200.0000 cm^-1
J=3 level 3_03, block E+: 57.3509 cm^-1
J=3 level 3_13, block O-: 58.6762 cm^-1
J=3 level 3_12, block O+: 70.5644 cm^-1
J=3 level 3_22, block E-: 80.0000 cm^-1
J=3 level 3_21, block E+: 82.6491 cm^-1
J=3 level 3_31, block O-: 105.3238 cm^-1
J=3 level 3_30, block O+: 105.4356 cm^-1
J=3 sum of levels: 560.0000 cm^-1
J=2 correlation, B = 4.0, 6.0, 8.0, 10.0 cm^-1
  2_02: 24.0000, 29.4170, 33.4170, 36.0000 cm^-1
  2_12: 30.0000, 32.0000, 34.0000, 36.0000 cm^-1
  2_11: 30.0000, 38.0000, 46.0000, 54.0000 cm^-1
  2_21: 48.0000, 50.0000, 52.0000, 54.0000 cm^-1
  2_20: 48.0000, 50.5830, 54.5830, 60.0000 cm^-1
Largest block/differential-operator difference, J=0 to 6, is below 1e-8 cm^-1: True
checks complete
```
